**Question.** A copper via with a square cross-section 10 nm wide carries current through an interface at its bottom. The specific resistance of the interface, meaning its resistance times its area, is $10^{-15}$ ohm m². How much resistance does this add, what length of copper at bulk resistivity would add as much, and how do both answers change with the via's width?

**Answer.**

## The estimate

Let $r_c$ be the specific resistance and $j$ the current density normal to the interface. In linear response the voltage jumps by $r_c j$ across the interface. If a current $I$ spreads evenly over the area $A$, then $j=I/A$, and the added resistance is

$$R_i=\frac{r_c j}{I}=\frac{r_c}{A}.$$

One square metre is $10^{18}$ nm², so $r_c=1000$ ohm nm². With $A=(10\ \text{nm})^2=100$ nm²,

$$R_i=\frac{1000}{100}\ \text{ohm}=10\ \text{ohm}.$$

A copper column of the same section, length $L$ and resistivity $\rho$ has resistance $\rho L/A$. Setting this equal to $r_c/A$ cancels the area:

$$L_{\rm eq}=\frac{r_c}{\rho}=\frac{1000\ \text{ohm nm}^2}{17\ \text{ohm nm}}\approx 59\ \text{nm},$$

or roughly 60 nm. The value of 17 ohm nm is a rough room-temperature resistivity for bulk copper.

The two answers scale differently. For width $w$, the added resistance is $r_c/w^2$, so halving the width quadruples it, while $L_{\rm eq}$ does not change. A via 20 nm tall at bulk resistivity has $17\times20/100=3.4$ ohm, about a third of the interface's share. If the height shrinks in proportion to the width, the bulk-resistivity column grows as $1/w$ and the interface as $1/w^2$, so the interface gains weight.

## Does the current spread evenly?

A line feeds the via from one side, and the current crowds towards the inner corner. The resulting error can be bounded by comparing dissipated powers.

Let $\mathbf j$ be the true current and $\mathbf j+\boldsymbol\delta$ another conserved current with the same total $I$. The dissipation is

$$P=\int\rho\, j^2\,dV+r_c\int j_n^2\,dA .$$

In $P[\mathbf j+\boldsymbol\delta]$ the cross term is twice $\int\mathbf E\cdot\boldsymbol\delta\,dV+\int(r_cj_n)\,\delta_n\,dA$, where $\mathbf E=\rho\,\mathbf j$ is minus the gradient of the potential. Integration by parts leaves two kinds of surface term. Those at the electrodes vanish, because each electrode has one potential and $\boldsymbol\delta$ carries no net current through it. Those at the interface contain the potential jump and cancel the second integral. Hence $P[\mathbf j+\boldsymbol\delta]=P[\mathbf j]+P[\boldsymbol\delta]$, and the true current has the least dissipation.

Let $R_0$ be the resistance without the interface. The true current with the interface is also an admissible trial current for the problem without it, so its bulk dissipation is at least $I^2R_0$. The Cauchy–Schwarz inequality gives $\int j_n^2\,dA\ge I^2/A$. For an upper bound, take a trial current that crosses the interface evenly, and let $R_u$ be the least bulk resistance compatible with that. Together,

$$\frac{r_c}{A}\;\le\; R-R_0\;\le\;\frac{r_c}{A}+(R_u-R_0).$$

Crowding can therefore only raise the added resistance. If all dimensions scale together, $R_u-R_0$ is a geometrical number times $\rho/w$. Relative to $r_c/w^2$, the correction is at most of order $w/L_{\rm eq}$. An interface worth much more copper than the via's width evens out its own current.

To put a number on this, let the via be 20 nm tall and join two copper lines, each 10 nm wide, 20 nm high and 50 nm long, including the part that overlaps the via. The lines leave in opposite directions. Solving for the flow with local Ohm's law gives 12.4 ohm without the interface. The interface then adds 10.06 ohm, and the bounds allow an excess over 10 ohm of at most about 0.07 ohm (0.063 ohm on the 0.5 nm grid used here, slightly more on finer ones). Making the via 60 nm taller instead adds 10.2 ohm, as $17\times60/100$ predicts.

With an interface a hundred times weaker, at 10 ohm nm², the equivalent length is only about 0.6 nm. The added resistance is then roughly 10% above $r_c/A$, compared with 0.6% for the original interface. The 0.5 nm grid used here gives 8%, because it is too coarse to resolve the crowding at the corner; finer grids raise the figure by about two percentage points.

## Why tens of nanometres?

The length becomes less surprising when $r_c$ is compared with the resistance of a ballistic opening. Treat copper as a free-electron metal with one electron per atom, and use atomic units, in which $\hbar=e=m=1$.

A fully transmitted transverse mode, counting both spins, has conductance $2e^2/h=1/\pi$. The modes occupy a disc of radius $k_F$, the Fermi wavenumber, in the plane of transverse wavevectors. Each takes up an area $4\pi^2/A$, so their number is

$$N=\frac{\pi k_F^2}{4\pi^2/A}=\frac{k_F^2A}{4\pi}.$$

The conductance is $N/\pi=k_F^2A/(4\pi^2)$, and the ballistic specific resistance is

$$r_S=\frac{4\pi^2}{k_F^2}.$$

Copper's cubic cell, with an edge of about 0.361 nm, holds four atoms. The electron density is thus $n=4/(0.361\ \text{nm})^3$, and $k_F=(3\pi^2n)^{1/3}=13.6$ nm⁻¹. This gives $r_S=876$ ohm nm², close to the assumed $r_c$.

The area formula gives 1473 modes for our via. Hard walls remove about $k_Fw/\pi=43$ of them, because standing waves with a zero transverse index do not exist. A direct count gives 1432, so the area formula is good to about 3% at this width.

The bulk resistivity depends on the same Fermi surface. With mean free path $l$, speed $k$ and relaxation time $l/k$, the conductivity at temperatures far below the Fermi temperature, which include room temperature, is

$$\sigma=\frac{2}{(2\pi)^3}\int d^3k\;k_z^2\,\frac{l}{k}\,\delta\!\left(\frac{k^2}{2}-\frac{k_F^2}{2}\right).$$

The angular integral of $k_z^2$ is $4\pi k^2/3$, the volume element contributes $k^2\,dk$, and the delta function equals $\delta(k-k_F)/k_F$. Therefore

$$\sigma=\frac{1}{4\pi^3}\,\frac{4\pi}{3}\,k_F^4\,\frac{l}{k_F}\,\frac{1}{k_F}=\frac{k_F^2\,l}{3\pi^2},
\qquad \rho=\frac{3\pi^2}{k_F^2\,l}.$$

Dividing $r_S$ by $\rho$ removes the Fermi wavenumber:

$$\frac{r_S}{\rho}=\frac{4}{3}\,l.$$

For $\rho=17$ ohm nm the model gives $l=38.7$ nm, so $r_S$ corresponds to 52 nm of bulk copper. Our interface has $r_c/r_S=1.14$, which brings the length to 59 nm. The equivalent length is large because electrons in bulk copper travel far between collisions.

## What transmission does this imply?

Suppose every mode crosses the interface with the same probability $T$, and that successive scatterers act incoherently. For two scatterers with reflection probabilities $1-T_1$ and $1-T_2$, summing over the repeated bounces between them gives

$$T_{12}=T_1T_2\sum_{n=0}^{\infty}\big[(1-T_1)(1-T_2)\big]^n=\frac{T_1T_2}{T_1+T_2-T_1T_2}.$$

Inverting this and subtracting one,

$$\frac{1-T_{12}}{T_{12}}=\frac1{T_1}+\frac1{T_2}-2=\frac{1-T_1}{T_1}+\frac{1-T_2}{T_2}.$$

The quantity $(1-T)/T$ therefore adds in series, as a resistance should. The total specific resistance between ideal contacts is $r_S/T=r_S+r_S(1-T)/T$. The first term is present even without an interface, so the interface's own share is

$$r_c=r_S\,\frac{1-T}{T},\qquad T=\frac{1}{1+r_c/r_S}=\frac{1}{1+1.14}\approx0.47.$$

In this model, the interface lets through about half of the electrons that reach it. The series rule assumes that arriving electrons fill all modes evenly. Between two pieces of bulk copper with isotropic scattering this is not quite true, and the same $r_c$ then corresponds to $T\approx0.48$. In the series rule the interface's specific resistance vanishes as $T\to1$ and approaches $r_S/T$ for small $T$. Between pieces of bulk copper the first limit requires that electrons keep their direction on crossing; an interface that transmits everything but randomizes directions is still worth about $0.09\,l$, some 3 nm of copper.

## What if the copper itself is narrow?

A width of 10 nm is well below the mean free path, so collisions with the side walls raise the copper's resistivity. Assume that the walls scatter electrons completely diffusely. Consider an electron moving at angle $\theta$ to the axis of a long wire, and let $d$ be the distance back along its path to the wall. Its mean distance since the last collision is

$$\int_0^d e^{-s/l}\,ds=l\left(1-e^{-d/l}\right),$$

which replaces $l$ in the conductivity. The field's push and the resulting current each contribute a factor $\cos\theta$. Averaging over positions and directions, and using $\langle\cos^2\theta\rangle=1/3$ for normalization, gives

$$\frac{\rho}{\rho_{\rm wire}}=3\left\langle\cos^2\theta\left(1-e^{-d/l}\right)\right\rangle .$$

For this via the ratio is 0.213. The resistivity rises to about 80 ohm nm, and the same interface is worth $1000/80\approx12.5$ nm of narrow copper. The figure of 60 nm thus applies to bulk resistivity, as the question specified, and not to the copper that would fill such a via.

This also changes the comparison within the via. At 80 ohm nm, 20 nm of copper has about 16 ohm, more than the interface. The number is indicative, since the formula describes a long wire and this via is shorter than a mean free path. Crowding also matters more in resistive copper: with 80 ohm nm throughout the two lines and the via, local Ohm's law gives an excess of about 0.24 ohm over $r_c/A$ instead of 0.06 ohm. That too is only a rough guide, because local Ohm's law is not reliable at widths below the mean free path.

The scaling changes too. When $w\ll l$, the bracket is approximately $d/l$ for most directions, and $d$ is proportional to $w$. To leading order $\rho_{\rm wire}$ then grows as $1/w$, and the equivalent length shrinks as $w$. In this limit, at a fixed ratio of height to width, the copper's resistance grows as $1/w^2$, like the interface's, and the interface no longer gains weight as the via shrinks. A width of 10 nm is not yet in the limit: halving it raises the wire's resistivity about 1.8 times instead of twice, so the interface still gains a little.

## How far would a real via depart from 10 ohm?

The width and height are in the range of advanced interconnects, while $r_c$ is a round value and not a measurement of a particular metal pair. The liner and barrier layers of real copper vias can also cause large departures. If a liner 1 nm thick on each side wall carries no current, the interface area falls to $8\times8=64$ nm², and the same $r_c$ gives 15.6 ohm. If a nitride barrier 2 nm thick crosses the bottom, with a rough resistivity of 2000 ohm nm, the film itself contributes $2\times2000/100=40$ ohm, four times the interface estimate.

Heating mainly changes the comparison with copper. With a rough temperature coefficient of 0.0039 per kelvin, bulk copper at 373 K has 22.3 ohm nm. Holding $r_c$ fixed, the equivalent length drops to about 45 nm. In the narrow copper of the previous section the change is much smaller, from about 12.5 to 11.7 nm, because the collisions with diffuse walls do not depend on temperature. The assumption of linear response is safe by comparison: 10 microampere, or 10 MA/cm² in this via, drops 0.1 mV across the interface, against a thermal voltage of 25 mV at room temperature.

Grain boundaries, variations in the via's width, copper's real band structure and a transmission that varies with angle are left out. Grain boundaries would be expected to raise the resistivity of narrow copper further and shorten the equivalent length again. The numerical output below gives most of the values used here.

## Table of computed values

```
via width: 10 nm
via area: 100 nm^2
interface specific resistance: 1000 ohm nm^2
bulk copper resistivity (rough): 17 ohm nm
interface resistance r_c/A: 10 ohm
equivalent bulk copper length: 58.8 nm
bulk copper, 20 nm via alone: 3.4 ohm
solved link without interface: 12.4 ohm
solved added resistance, interface: 10.06 ohm
same on 1 nm grid: 10.05 ohm
upper bound on crowding excess: 0.0626 ohm
solved added resistance, 60 nm more via: 10.2 ohm
added/(r_c/A), main interface: 1.006
weak interface specific resistance: 10 ohm nm^2
added/(r_c/A), weak interface: 1.08
copper cell edge (rough): 0.361 nm
Fermi wavenumber: 13.6 1/nm
Fermi wavenumber: 0.7199 1/bohr
ballistic specific resistance r_S: 876 ohm nm^2
modes by area formula: 1473
perimeter correction to modes: 43.3
modes counted: 1432
ballistic resistance, area formula: 8.76 ohm
ballistic resistance, counted modes: 9.01 ohm
mean free path from resistivity: 38.7 nm
r_S/rho = 4/3 mean free path: 51.6 nm
r_c/r_S: 1.14
interface transmission: 0.467
narrow/bulk conductivity, quadrature: 0.213
narrow/bulk conductivity, random flights: 0.212
narrow copper resistivity: 79.9 ohm nm
equivalent narrow copper length: 12.5 nm
liner thickness per side: 1 nm
interface resistance with liner: 15.6 ohm
barrier film thickness: 2 nm
barrier film resistivity (rough): 2000 ohm nm
barrier film resistance: 40 ohm
room temperature: 293 K
temperature of use: 373 K
temperature coefficient (rough): 0.0039 1/K
bulk copper resistivity in use: 22.3 ohm nm
equivalent bulk length in use: 44.8 nm
test current: 10 microampere
current density: 10 MA/cm^2
voltage drop at interface: 0.1 mV
thermal voltage: 25.2 mV
```
